# One-parameter iterative CI: convergence, Coulomb breakdown and scaling for hydrogen: test program

```python
"""Iterative CI with one variational parameter per step.

Result under test:
 (A) psi' ~ [1 + C (H-E)] psi converges to the ground state for bounded H
     whenever the start has nonzero ground weight.
 (B) For hydrogen, started from exp(-alpha r), the step has C = 0, because
     (H-E) psi contains 1/r and has infinite kinetic energy.
 (C) psi' ~ [1 + C r (H-E)] psi converges to the hydrogen ground state.
Symbols: E energy, W spectral width, delta energy drop in a step,
 alpha exponent of the start, d = r (H-E) psi, gamma = <d|1/r|d>,
 s = <psi|d>, b = <d|d>, h = <d|H-E|d>, eta cutoff length in 1/(r+eta).
Atomic units inside for hydrogen; printed energies in eV, lengths in angstrom.
"""
import math
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


# ---------- (A) bounded Hamiltonian, start almost in an excited state -------
def bounded_test():
    rng = np.random.default_rng(5)
    levels = np.concatenate([[0.0], np.linspace(3.0, 30.0, 28)])   # eV
    q, _ = np.linalg.qr(rng.normal(size=(levels.size, levels.size)))
    ham = (q * levels) @ q.T
    amp = np.full(levels.size, 1e-3)
    amp[0], amp[1] = 1e-4, 1.0
    psi = q @ amp
    psi /= np.linalg.norm(psi)
    width = levels[-1] - levels[0]
    weight0 = (q[:, 0] @ psi) ** 2
    errors = []
    for n in range(5000):
        energy = psi @ ham @ psi
        err = energy - levels[0]
        errors.append(err)
        assert err <= width * (weight0 ** (-1 / (n + 1)) - 1) + 1e-12
        if err < 1e-6:
            break
        res = ham @ psi - energy * psi
        sigma = np.linalg.norm(res)
        unit = res / sigma
        off = psi @ ham @ unit
        val, vec = np.linalg.eigh([[energy, off], [off, unit @ ham @ unit]])
        drop = energy - val[0]
        c_par = vec[1, 0] / (vec[0, 0] * sigma)
        assert c_par < 0
        assert abs(c_par * sigma**2 + drop) < 1e-9
        assert drop >= sigma**2 / width - 1e-12
        new = psi + c_par * res
        new /= np.linalg.norm(new)
        weight, weight_new = (q[:, 0] @ psi) ** 2, (q[:, 0] @ new) ** 2
        assert weight_new >= weight * (1 + err / width) - 1e-12
        if energy < levels[1]:
            bound = err * (1 - (levels[1] - energy) / width)
            assert new @ ham @ new - levels[0] <= bound + 1e-12
        psi = new
    assert errors[-1] < 1e-6
    return levels, weight0, errors


levels, weight0, errs = bounded_test()
print(f"Matrix: {levels.size} levels, lowest {levels[0]:.1f}, first excited "
      f"{levels[1]:.1f}, highest {levels[-1]:.1f} eV")
print(f"Matrix: initial ground-state weight {weight0:.3e}")
for n in (0, 5, 10, 20, 40, 80):
    if n < len(errs):
        print(f"Matrix: energy error after {n} steps {errs[n]:.6f} eV")
print(f"Matrix: steps to an error below 1e-6 eV: {len(errs) - 1}")

# ---------- (B) first unscaled step with a cutoff in the correction ---------
log_r = np.linspace(-28.0, math.log(60.0), 20001)
r = np.exp(log_r)
measure = r**3 * (log_r[1] - log_r[0])


def first_drop(potential, f, f_slope, g, g_slope):
    """Energy gained by mixing g into f, from quadrature of the energy form."""
    size = math.sqrt(np.sum(measure * g * g))
    funcs, slopes = [f, g / size], [f_slope, g_slope / size]
    ham, ovl = np.zeros((2, 2)), np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            ovl[i, j] = np.sum(measure * funcs[i] * funcs[j])
            ham[i, j] = np.sum(measure * (0.5 * slopes[i] * slopes[j]
                               + potential * funcs[i] * funcs[j]))
    return ham[0, 0] / ovl[0, 0] - eigh(ham, ovl, eigvals_only=True)[0]


alpha = 1.5
start_energy = alpha**2 / 2 - alpha
start_error = start_energy + 0.5
start = 2 * alpha**1.5 * np.exp(-alpha * r)
quad_energy = np.sum(measure * (0.5 * (alpha * start)**2 - start**2 / r))
assert abs(quad_energy - start_energy) < 1e-9
# residual from the radial Laplacian of the start function
residual = (-0.5 * (alpha**2 - 2 * alpha / r) - 1 / r - start_energy) * start
sigma = math.sqrt(np.sum(measure * residual**2))
assert abs(sigma - alpha * abs(alpha - 1)) < 1e-8
print(f"Hydrogen start: alpha {alpha:.2f} per bohr = {alpha/ANG:.4f} per angstrom")
print(f"Hydrogen start: energy {start_energy*EV:.6f} eV, error "
      f"{start_error*EV:.6f} eV")
print(f"Hydrogen start: residual norm sigma {sigma*EV:.6f} eV")
print(f"Hydrogen exact: ground energy {-0.5*EV:.6f} eV, 2s {-0.125*EV:.6f} eV")
drops = []
for eta_ang in (1e-2, 1e-3, 1e-4, 1e-5):
    eta = eta_ang / ANG
    corr = (alpha - 1) * (1 / (r + eta) - alpha) * start
    corr_slope = -(alpha - 1) / (r + eta)**2 * start - alpha * corr
    drop = first_drop(-1 / r, start, -alpha * start, corr, corr_slope)
    law = 1.5 * eta * alpha * (alpha - 1)**2
    drops.append(drop)
    print(f"Unscaled, cutoff {eta_ang:.0e} angstrom: drop {drop*EV:.4e} eV, "
          f"small-cutoff law {law*EV:.4e} eV")
assert abs(drops[-1] / law - 1) < 0.01
assert all(y < x for x, y in zip(drops, drops[1:]))

# control: unbounded but nonsingular Hamiltonian, oscillator of unit frequency
beta = 1.5
gauss = np.exp(-beta * r**2 / 2)
osc_energy = 0.75 * (beta + 1 / beta)
factor = 0.5 * (1 - beta**2) * r**2 + 1.5 * beta - osc_energy
corr = factor * gauss
corr_slope = ((1 - beta**2) * r - beta * r * factor) * gauss
osc_drop = first_drop(r**2 / 2, gauss, -beta * r * gauss, corr, corr_slope)
osc_fraction = osc_drop / (osc_energy - 1.5)
assert 0.5 < osc_fraction <= 1
print(f"Oscillator control, width parameter {beta:.1f}: first unscaled step "
      f"removes {100*osc_fraction:.2f} % of the error")


# ---------- hydrogen matrices in Coulomb Sturmians, orthonormal in 1/r ------
def sturmian_matrices(exponent, size):
    k = np.arange(1, size + 1)
    off = -np.sqrt(k[:-1] * (k[:-1] + 1.0)) / (2 * exponent)
    ovl = np.diag(k / exponent) + np.diag(off, 1) + np.diag(off, -1)
    return np.diag(exponent * k - 1.0) - exponent**2 / 2 * ovl, ovl


def unscaled_in_basis(size):
    """Width, first-step fraction and steps to remove 90 % of the error."""
    ham, ovl = sturmian_matrices(alpha, size)
    e, vec = eigh(ham, ovl)
    amp = vec.T @ ovl[:, 0] * math.sqrt(alpha)
    err0 = amp**2 @ e - e[0]
    first = None
    for n in range(300000):
        w = amp**2
        energy = w @ e
        if n == 1:
            first = 1 - (energy - e[0]) / err0
        if energy - e[0] < 0.1 * err0:
            return e[-1] - e[0], first, n
        x = e - energy
        var = w @ x**2
        a = (w @ x**3) / var
        drop = 2 * var / (a + math.sqrt(a * a + 4 * var))
        amp = amp * (1 - drop / var * x)
        amp /= np.linalg.norm(amp)
    raise AssertionError("unscaled iteration did not reach its target")


basis_rows = []
for size in (10, 20, 40):
    row = unscaled_in_basis(size)
    basis_rows.append(row)
    print(f"Unscaled, {size} functions: W {row[0]*EV:.4e} eV, first step "
          f"removes {100*row[1]:.3f} %, steps for 90 %: {row[2]}")
for small, large in zip(basis_rows, basis_rows[1:]):
    assert large[0] > small[0] and large[1] < small[1] and large[2] > small[2]


# ---------- (C) scaled iteration --------------------------------------------
def scaled_run(exponent, steps):
    ham, ovl = sturmian_matrices(exponent, steps + 2)
    low, ground = eigh(ham, ovl, subset_by_index=[0, 0])
    assert abs(low[0] + 0.5) < 1e-9
    ground = ground[:, 0]
    c = np.zeros(steps + 2)
    c[0] = math.sqrt(exponent)
    gap, errors, predicted = 0.375, [], None
    for n in range(steps + 1):
        c = c / math.sqrt(c @ ovl @ c)
        energy = c @ ham @ c
        err = energy + 0.5
        errors.append(err)
        if predicted is not None:
            assert abs(energy - predicted) < 1e-11
        if err < 1e-10 or n == steps:
            break
        d = ham @ c - energy * (ovl @ c)
        gamma, s, b = d @ d, c @ ovl @ d, d @ ovl @ d
        h = d @ ham @ d - energy * b
        hp, bp = h - 2 * s * gamma, b - s * s
        drop = 2 * gamma**2 / (hp + math.sqrt(hp**2 + 4 * bp * gamma**2))
        weight = (c @ ovl @ ground) ** 2
        assert s >= -2
        assert weight >= 1 - err / gap - 1e-10
        assert gamma >= err * (1 - err / gap)**2 / 5 - 1e-13
        curvature = max(exponent, 1 / exponent) * (n + 2) + 3
        assert drop >= gamma / curvature - 1e-13
        predicted = energy - drop
        c = (1 + drop * s / gamma) * c - drop / gamma * d
    return np.array(errors)


def polynomial_run(exponent, steps):
    """Same iteration from derivatives and factorial integrals."""
    x = Polynomial([0.0, 1.0])

    def integral(p):
        return sum(v * math.factorial(k) / (2 * exponent)**(k + 1)
                   for k, v in enumerate(p.coef))

    def r_times_h(p):
        p1, p2 = p.deriv(1), p.deriv(2)
        kin = -0.5 * x * (p2 - 2 * exponent * p1 + exponent**2 * p)
        return kin - (p1 - exponent * p) - p

    p, energies = Polynomial([1.0]), []
    for n in range(steps + 1):
        p = p / math.sqrt(integral(x * x * p * p))
        energy = integral(x * p * r_times_h(p))
        energies.append(energy)
        d = r_times_h(p) - energy * x * p
        d = d / math.sqrt(integral(x * x * d * d))
        pair = [p, d]
        ham = np.array([[integral(x * f * r_times_h(g)) for g in pair]
                        for f in pair])
        ovl = np.array([[integral(x * x * f * g) for g in pair] for f in pair])
        _, vec = eigh((ham + ham.T) / 2, ovl)
        p = vec[0, 0] * p + vec[1, 0] * d
    return np.array(energies)


scaled = scaled_run(alpha, 400)
other_alpha = 0.6
other = scaled_run(other_alpha, 400)
for exponent, run in ((alpha, scaled), (other_alpha, other)):
    direct = polynomial_run(exponent, 5)
    count = min(len(run), len(direct))
    assert count >= 4
    assert np.max(np.abs(direct[:count] - 0.0 + 0.5 - run[:count])) < 1e-8
    assert np.all(np.diff(run) < 1e-13)
    assert run[-1] < 0.1 * run[1]

# closed form of the first scaled step
q = (alpha - 1)**2
x_root = (-alpha**2 / 2 + math.sqrt(alpha**4 / 4 + 0.75 * q * alpha**2)) / (1.5 * q)
assert abs(q * x_root - (scaled[0] - scaled[1])) < 1e-11
print(f"Scaled: first-step drop {q*x_root*EV:.6f} eV, "
      f"{100*q*x_root/start_error:.3f} % of the error")
for n in (1, 2, 3, 5, 10, 20, 50, 100, 200, 400):
    if n < len(scaled):
        print(f"Scaled: after {n} steps energy {(scaled[n]-0.5)*EV:.8f} eV, "
              f"error {scaled[n]*EV:.3e} eV")
print(f"Scaled: last step computed {len(scaled)-1}, error {scaled[-1]*EV:.3e} eV")
steps_done = np.arange(len(scaled) - 1)
guarantee = start_error * np.prod(1 - (1 - start_error / 0.375)**2
                                  / (5 * (alpha * (steps_done + 2) + 3)))
assert scaled[-1] <= guarantee
print(f"Scaled: guaranteed error bound at that step {guarantee*EV:.4f} eV")
print(f"Scaled, alpha {other_alpha:.1f} per bohr: initial error {other[0]*EV:.6f} eV, "
      f"after {len(other)-1} steps {other[-1]*EV:.3e} eV")

# ---------- irregular solution of the scaled equation at a wrong energy -----
kappa = mp.mpf("0.7")


def irregular_u(rad):
    """r times the decaying solution at energy -kappa^2/2."""
    return mp.whitw(1 / kappa, mp.mpf(1) / 2, 2 * kappa * rad)


for rad in (mp.mpf("0.3"), mp.mpf(1), mp.mpf(4)):
    u = irregular_u(rad)
    defect = -mp.diff(irregular_u, rad, 2) / 2 - u / rad + kappa**2 / 2 * u
    assert abs(defect) < 1e-5
u_origin = 1 / mp.gamma(1 - 1 / kappa)
assert abs(u_origin) > 0.1
assert abs(irregular_u(mp.mpf("1e-7")) - u_origin) < 1e-4
print(f"Irregular solution: energy {float(-kappa**2/2)*EV:.6f} eV, "
      f"r*psi at the nucleus {float(u_origin):.4f} (arbitrary norm)")
print("all tests passed")
```

Printed output:

```
Matrix: 29 levels, lowest 0.0, first excited 3.0, highest 30.0 eV
Matrix: initial ground-state weight 1.000e-08
Matrix: energy error after 0 steps 3.000378 eV
Matrix: energy error after 5 steps 3.000002 eV
Matrix: energy error after 10 steps 2.999999 eV
Matrix: energy error after 20 steps 2.999907 eV
Matrix: energy error after 40 steps 2.417726 eV
Matrix: energy error after 80 steps 0.000001 eV
Matrix: steps to an error below 1e-6 eV: 81
Hydrogen start: alpha 1.50 per bohr = 2.8346 per angstrom
Hydrogen start: energy -10.204270 eV, error 3.401423 eV
Hydrogen start: residual norm sigma 20.408540 eV
Hydrogen exact: ground energy -13.605693 eV, 2s -3.401423 eV
Unscaled, cutoff 1e-02 angstrom: drop 2.2793e-01 eV, small-cutoff law 2.8925e-01 eV
Unscaled, cutoff 1e-03 angstrom: drop 2.7645e-02 eV, small-cutoff law 2.8925e-02 eV
Unscaled, cutoff 1e-04 angstrom: drop 2.8723e-03 eV, small-cutoff law 2.8925e-03 eV
Unscaled, cutoff 1e-05 angstrom: drop 2.8897e-04 eV, small-cutoff law 2.8925e-04 eV
Oscillator control, width parameter 1.5: first unscaled step removes 91.34 % of the error
Unscaled, 10 functions: W 1.2757e+03 eV, first step removes 18.069 %, steps for 90 %: 30
Unscaled, 20 functions: W 5.0442e+03 eV, first step removes 8.611 %, steps for 90 %: 87
Unscaled, 40 functions: W 2.0026e+04 eV, first step removes 4.123 %, steps for 90 %: 266
Scaled: first-step drop 3.157212 eV, 92.820 % of the error
Scaled: after 1 steps energy -13.36148192 eV, error 2.442e-01 eV
Scaled: after 2 steps energy -13.57347921 eV, error 3.221e-02 eV
Scaled: after 3 steps energy -13.59583422 eV, error 9.859e-03 eV
Scaled: after 5 steps energy -13.60362356 eV, error 2.070e-03 eV
Scaled: after 10 steps energy -13.60551412 eV, error 1.790e-04 eV
Scaled: after 20 steps energy -13.60568173 eV, error 1.139e-05 eV
Scaled: after 50 steps energy -13.60569290 eV, error 2.220e-07 eV
Scaled: after 100 steps energy -13.60569311 eV, error 9.952e-09 eV
Scaled: last step computed 134, error 2.634e-09 eV
Scaled: guaranteed error bound at that step 2.7357 eV
Scaled, alpha 0.6 per bohr: initial error 2.176911 eV, after 349 steps 2.711e-09 eV
Irregular solution: energy -6.666790 eV, r*psi at the nucleus -0.2750 (arbitrary norm)
all tests passed
```
